\section*{The physical Green function and screening transformations in tight-binding LMTO}

\section{One orbital}

Consider one orbital whose surroundings enter through a real number $S$. Its potential function, derived below, is
\begin{equation}
P(z)=\frac{z-C}{q(z)},\qquad q(z)=\Delta+\gamma(z-C),\qquad \Delta>0 ,
\label{eq:onep}
\end{equation}
and its level $E$ satisfies $P(E)=S$. Since
\begin{equation}
P-S=\frac{(1-\gamma S)(z-C)-\Delta S}{q}
=\frac{(1-\gamma S)(z-E)}{q},\qquad
E=C+\frac{\Delta S}{1-\gamma S},
\label{eq:onelevel}
\end{equation}
the auxiliary function $g=(P-S)^{-1}$ is
\begin{equation}
g(z)=\frac{q(z)}{(1-\gamma S)(z-E)} .
\label{eq:oneg}
\end{equation}
It has the correct pole, but a normalized state needs $G=1/(z-E)$, with unit residue. From (\ref{eq:onelevel}), $q(E)=\Delta+\gamma\Delta S/(1-\gamma S)=\Delta/(1-\gamma S)$. Multiplying $g$ by $\Delta/q^2$ therefore gives
\begin{equation}
\frac{\Delta}{q^2}\,g=\frac{q(E)}{q(z)\,(z-E)} ,
\end{equation}
whose residue at $E$ is one. What is still missing is
\begin{equation}
\frac{1}{z-E}-\frac{q(E)}{q(z)(z-E)}
=\frac{q(z)-q(E)}{q(z)(z-E)}=\frac{\gamma}{q(z)} ,
\end{equation}
because $q$ is linear with slope $\gamma$. Thus
\begin{equation}
G=\lambda+\mu g\mu,\qquad \lambda=\frac{\gamma}{q},\qquad \mu=\frac{\sqrt\Delta}{q}.
\label{eq:oneG}
\end{equation}
The factors $\mu$ normalize the state, and $\lambda$ restores a part that has no pole at the level. At $\gamma S=1$ the level (\ref{eq:onelevel}) has moved to infinity, and the construction of a finite Hamiltonian fails.

\section{Potential function and structure matrix}

Energies are in rydberg and lengths in bohr, so the Hamiltonian is $-\nabla^2+V$. In the atomic-spheres approximation the potential is spherical inside spheres of radius $s$, norms are summed over the spheres, and the waves joining them have zero kinetic energy. I treat $s$ waves and drop the higher partial waves of the tails. With a length scale $w$, the irregular and regular solutions of Laplace's equation are taken as
\begin{equation}
K(r)=\frac{w}{r},\qquad J=\frac12 .
\end{equation}

A tail $w/|\mathbf r-\mathbf R|$ is harmonic around another site $\mathbf R'$ at distance $d>s$. Its spherical average there is its central value $w/d$. Writing this average as $-JS^0_{R'R}$ defines
\begin{equation}
S^0_{R'R}=-\frac{2w}{d}\quad(R\neq R'),\qquad S^0_{RR}=0 .
\label{eq:S0}
\end{equation}
For amplitudes $u_R$, the $s$ wave around $R'$ is $Ku_{R'}-J\sum_R S^0_{R'R}u_R$. It must continue the solution $\phi$ inside the sphere, which fixes the ratio of $K$ to $J$ through
\begin{equation}
N\phi=K-P^0J\quad\text{in value and slope at } r=s .
\label{eq:match}
\end{equation}
Comparing the coefficients of $J$ gives the tail-cancellation condition
\begin{equation}
(P^0-S^0)u=0 .
\label{eq:tail}
\end{equation}
With $D=s\phi'(s)/\phi(s)$, (\ref{eq:match}) gives $D=-(w/s)/(w/s-P^0/2)$, and hence
\begin{equation}
P^0=\frac{2w}{s}\,\frac{D+1}{D}.
\label{eq:PD}
\end{equation}

The normalization follows from two solutions $\phi_1,\phi_2$ at energies $E_1,E_2$. Multiply each radial equation for $r\phi$ by the other function, subtract and integrate:
\begin{equation}
(E_2-E_1)\int_0^s\phi_1\phi_2r^2dr
=s^2(\phi_1'\phi_2-\phi_2'\phi_1)_{r=s}.
\end{equation}
Multiply by $N_1N_2$ and insert (\ref{eq:match}). Since $J'=0$ and $s^2K'(s)=-w$, the right side becomes
\begin{equation}
s^2K'\left[(K-\tfrac12P^0_2)-(K-\tfrac12P^0_1)\right]
=\frac w2\,(P^0_2-P^0_1).
\end{equation}
For $E_2\to E_1$ and $\int\phi^2r^2dr=1$,
\begin{equation}
\dot P^0=\frac2w\,N^2>0 ,
\label{eq:norm}
\end{equation}
where a dot is an energy derivative. The wave in sphere $R$ is $u_RN_R\phi_R$, so the amplitudes of normalized partial waves are proportional to $\sqrt{\dot P^0_R}\,u_R$, with the sign of $N_R$. This is the physical origin of $\mu$.

\section{Three parameters for each orbital}

Let $\phi$ now be the normalized solution at a fixed energy $E_\nu$. Differentiating $(-\nabla^2+V-E)\phi=0$ and the norm with respect to energy gives
\begin{equation}
(-\nabla^2+V-E_\nu)\dot\phi=\phi,\qquad \langle\phi|\dot\phi\rangle=0,
\qquad p\equiv\langle\dot\phi|\dot\phi\rangle .
\end{equation}
The logarithmic derivative of $\phi+\omega\dot\phi$ is a ratio of two linear functions of $\omega$. By (\ref{eq:PD}), $P^0$ is then also such a ratio.

To relate $\omega$ to energy, hold $D$ fixed, which makes the radial problem Hermitian. The true solution is $\phi+(E-E_\nu)\dot\phi$ to first order, so $\phi+\omega\dot\phi$ has an error of order $\omega^2$, and its Rayleigh quotient an error of order $\omega^4$. The numerator of the quotient, measured from $E_\nu$, is $\langle\phi+\omega\dot\phi|\omega\phi\rangle=\omega$, and the norm is $1+p\omega^2$. Therefore
\begin{equation}
E-E_\nu=\omega-p\omega^3+O(\omega^4),\qquad
\omega=(E-E_\nu)+p(E-E_\nu)^3+\cdots .
\label{eq:omega}
\end{equation}
Replacing $\omega$ by $z-E_\nu$ preserves $P^0$, $\dot P^0$ and $\ddot P^0$ at $E_\nu$. With its zero called $C$, the resulting fractional-linear function has the form (\ref{eq:onep}). There $\dot P^0=\Delta/q^2$, so (\ref{eq:norm}) requires $\Delta>0$.

The parameters follow from the derivatives at $E_\nu$. Set $q_\nu=q(E_\nu)$ and $\lambda_\nu=-\ddot P^0/(2\dot P^0)$. Since $\ddot P^0=-2\gamma\Delta/q^3$,
\begin{equation}
\Delta=\dot P^0q_\nu^2,\qquad \gamma=\lambda_\nu q_\nu,\qquad
C=E_\nu-P^0q_\nu .
\label{eq:params}
\end{equation}
Inserting these in $q_\nu=\Delta+\gamma(E_\nu-C)$ gives $q_\nu=q_\nu^2(\dot P^0+\lambda_\nu P^0)$, hence $q_\nu=(\dot P^0+\lambda_\nu P^0)^{-1}$.

From here on, $P$, $C$, $\Delta$ and $\gamma$ are diagonal matrices. The algebra needs only this form of $P$, $\Delta>0$ and a Hermitian $S^0$, so it also holds when the matrices carry angular-momentum indices.

\section{Screening}

Mixing some $K$ into the regular function, $J^\alpha=J-\alpha K$, changes the description but not the wave. Here $\alpha$ is a real diagonal matrix. Substituting $J=J^\alpha+\alpha K$,
\begin{align}
K-P^0J&=(1-\alpha P^0)K-P^0J^\alpha,\\
Ku-JS^0u&=K(1-\alpha S^0)u-J^\alpha S^0u .
\end{align}
Dividing out the new coefficient of $K$ in each line gives
\begin{equation}
P^\alpha=\frac{P^0}{1-\alpha P^0}
=\frac{z-C}{\Delta+(\gamma-\alpha)(z-C)},\qquad
S^\alpha=S^0(1-\alpha S^0)^{-1}.
\label{eq:screen}
\end{equation}
The inverse must exist. The matrix $S^\alpha$ is Hermitian because $(1-S^0\alpha)S^0=S^0(1-\alpha S^0)$.

For a second screening $\beta$ let $\delta=\beta-\alpha$. From (\ref{eq:screen}),
\begin{equation}
1-\delta S^\alpha=\left[(1-\alpha S^0)-\delta S^0\right](1-\alpha S^0)^{-1}
=(1-\beta S^0)(1-\alpha S^0)^{-1}.
\end{equation}
It follows that
\begin{equation}
S^\beta=S^\alpha(1-\delta S^\alpha)^{-1},\qquad
P^\beta=(1-P^\alpha\delta)^{-1}P^\alpha ,
\label{eq:ab}
\end{equation}
the second relation being the same algebra for diagonal matrices.

\section{Rescaling the auxiliary Green function}

Define $g^\alpha=(P^\alpha-S^\alpha)^{-1}$. In the next two equations $P$, $S$ and $g$ without a superscript belong to $\alpha$. Taking the outer factors of (\ref{eq:ab}) out of the difference,
\begin{align}
P^\beta-S^\beta
&=(1-P\delta)^{-1}\left[P(1-\delta S)-(1-P\delta)S\right](1-\delta S)^{-1}\nonumber\\
&=(1-P\delta)^{-1}(P-S)(1-\delta S)^{-1},
\end{align}
because the two terms $P\delta S$ cancel. Inversion reverses the order of the factors. Then write $1-\delta S=1-\delta P+\delta(P-S)$ and use $(P-S)g=1$:
\begin{align}
g^\beta&=(1-\delta S)\,g\,(1-P\delta)\nonumber\\
&=(1-\delta P)\,g\,(1-\delta P)+\delta(1-\delta P).
\end{align}
By (\ref{eq:ab}), $1-\delta P^\alpha=P^\alpha/P^\beta$, so
\begin{equation}
g^\beta=(\beta-\alpha)\frac{P^\alpha}{P^\beta}
+\frac{P^\alpha}{P^\beta}\,g^\alpha\,\frac{P^\alpha}{P^\beta}.
\label{eq:rescale}
\end{equation}
Off-diagonal elements are only multiplied by one factor for each end; diagonal elements (same site and same orbital) also acquire the first term. No matrix inversion is needed. One may therefore invert in a representation where $S$ is short-ranged and convert afterwards. At $z=C$, where both potential functions vanish, the ratio means $1-\delta P^\alpha=1$.

\section{The physical Green function}

For $\alpha=\gamma$ the potential function is linear, $P^\gamma=(z-C)/\Delta$. If $1-\gamma S^0$ is invertible, define
\begin{equation}
H=C+\sqrt\Delta\,S^\gamma\sqrt\Delta .
\label{eq:H}
\end{equation}
Then
\begin{equation}
P^\gamma-S^\gamma=\Delta^{-1/2}(z-H)\Delta^{-1/2},\qquad
G\equiv(z-H)^{-1}=\Delta^{-1/2}g^\gamma\Delta^{-1/2}.
\label{eq:Ggamma}
\end{equation}
Let $u$ solve (\ref{eq:tail}) and let $u^\gamma=(1-\gamma S^0)u$, the coefficient of $K$ after screening. Since $P^\gamma-S^\gamma=(1-P^0\gamma)^{-1}(P^0-S^0)(1-\gamma S^0)^{-1}$, it obeys $(P^\gamma-S^\gamma)u^\gamma=0$, so the eigenvectors of $H$ are $c=\Delta^{-1/2}u^\gamma$. With $S^0u=P^0u$ and $1-\gamma P^0=\Delta/q$ one has $u^\gamma=(\Delta/q)u$ and $c=(\sqrt\Delta/q)\,u$. Because $\dot P^0=\Delta/q^2$, these are the normalized partial-wave amplitudes found after (\ref{eq:norm}), here within the three-parameter model. This is why the resolvent of $H$ with unit overlap is the physical Green function.

Now set $\beta=\gamma$ in (\ref{eq:rescale}). With $q^\alpha=\Delta+(\gamma-\alpha)(z-C)$ the ratio is $P^\alpha/P^\gamma=\Delta/q^\alpha$, and (\ref{eq:Ggamma}) becomes
\begin{equation}
G=\Delta^{-1/2}\left[(\gamma-\alpha)\frac{\Delta}{q^\alpha}
+\frac{\Delta}{q^\alpha}\,g^\alpha\,\frac{\Delta}{q^\alpha}\right]\Delta^{-1/2}.
\end{equation}
The diagonal factors combine to give
\begin{equation}
G=\lambda^\alpha+\mu^\alpha g^\alpha\mu^\alpha,\qquad
\lambda^\alpha=\frac{\gamma-\alpha}{q^\alpha},\qquad
\mu^\alpha=\frac{\sqrt\Delta}{q^\alpha}.
\label{eq:main}
\end{equation}
Differentiating $P^\alpha=(z-C)/q^\alpha$ gives
\begin{equation}
\dot P^\alpha=\frac{q^\alpha-(\gamma-\alpha)(z-C)}{(q^\alpha)^2}
=\frac{\Delta}{(q^\alpha)^2},\qquad
\ddot P^\alpha=-\frac{2\Delta(\gamma-\alpha)}{(q^\alpha)^3},
\end{equation}
so that
\begin{equation}
(\mu^\alpha)^2=\dot P^\alpha,\qquad
\lambda^\alpha=-\frac{\ddot P^\alpha}{2\dot P^\alpha}.
\label{eq:deriv}
\end{equation}

Two features appear where $q^\alpha_R=0$, at $z_R=C_R-\Delta_R/(\gamma_R-\alpha_R)$. First, $\lambda^\alpha_R=1/(z-z_R)$ diverges there. If $z_R$ is not an eigenvalue of $H$, the resolvent is finite, so $\mu g\mu$ must contain the opposite divergence. Second, $\mu^\alpha_R$ changes sign on passing $z_R$ along the real axis, whereas the principal square root of $\dot P^\alpha_R$ does not. The principal root equals $\mu^\alpha_R$ where $q^\alpha_R>0$ and $-\mu^\alpha_R$ where $q^\alpha_R<0$, so it reverses the sign of the element of $G$ between two sites whose $q^\alpha_R$ have opposite signs. Since $q^\alpha_R=(\gamma_R-\alpha_R)(z-z_R)$, for two sites with the same sign of $\gamma_R-\alpha_R$ this happens when their $z_R$ lie on opposite sides of $z$. Diagonal elements (same site and same orbital) contain $\mu_R^2$ and are unaffected.

\section{What changes with the exact potential function}

Suppose $P$ is not fractional linear, and take (\ref{eq:deriv}) as the definition of $\lambda$ and $\mu$. With $r=1-\delta P^\alpha$ and $P^\beta=P^\alpha/r$, differentiation gives $\dot P^\beta=\dot P^\alpha/r^2$, hence $\mu^\beta=\mu^\alpha/r$. Since $\lambda=-\frac12\,d\ln\dot P/dz$ and $\dot r=-\delta\dot P^\alpha$,
\begin{align}
\lambda^\beta&=\lambda^\alpha+\frac{\dot r}{r}
=\lambda^\alpha-\frac{\delta\dot P^\alpha}{r},\\
\mu^\beta g^\beta\mu^\beta
&=\frac{\mu^\alpha}{r}\,(rg^\alpha r+\delta r)\,\frac{\mu^\alpha}{r}
=\mu^\alpha g^\alpha\mu^\alpha+\frac{\delta\dot P^\alpha}{r}.
\end{align}
The sum is still independent of screening, but it is no longer the resolvent of an energy-independent $H$ with one row for each orbital. One orbital with its level at $E_\nu$ shows this. The exact $P$ is a fractional-linear function of $\omega(z)$, so $P-S=k\omega/(1+m\omega)$ with constants $k,m$, and $\dot P=k\dot\omega/(1+m\omega)^2$. Then
\begin{equation}
\lambda+\mu g\mu=\frac{d}{dz}\ln\frac{P-S}{\sqrt{\dot P}}
=\frac{d}{dz}\ln\frac{\omega}{\sqrt{\dot\omega}}
=\frac{\dot\omega}{\omega}-\frac{\ddot\omega}{2\dot\omega}.
\end{equation}
With $x=z-E_\nu$ and $\omega=x+px^3+O(x^4)$, the two terms are $1/x+2px$ and $-3px$ to this order:
\begin{equation}
\lambda+\mu g\mu=\frac1x-px+O(x^2).
\label{eq:exactpole}
\end{equation}
The pole and its residue are right, but the remainder is not that of $1/x$.

The same substitution corrects the levels of $H$. With the exact $P$, $z$ in (\ref{eq:Ggamma}) is replaced by $E_\nu+\omega_R(E)$ on each site, so $[E+p(E-E_\nu)^3-H]c=0$ to third order. First-order perturbation theory for a level $\varepsilon$ of $H$ with eigenvector $c$ gives
\begin{equation}
E-\varepsilon\simeq-\sum_R|c_R|^2p_R\,(E-E_\nu)^3 .
\label{eq:shift}
\end{equation}

\section{A thirteen-site cluster}

As a model, take a central site and its twelve fcc neighbours at $d=5$ bohr, with $s=w=2.763$ bohr. The potential inside the spheres is constant, $-1.1$ Ry at the centre and $-0.8$ Ry in the shell, and $E_\nu=-0.4$ Ry. For the centre, $P^0=1.3582$, $\dot P^0=1.7565$ Ry$^{-1}$ and $\ddot P^0=-4.4357$ Ry$^{-2}$. Hence $\lambda_\nu=4.4357/(2\times1.7565)=1.2626$ Ry$^{-1}$ and $q_\nu=1/(1.7565+1.2626\times1.3582)=0.2881$ Ry. Equation (\ref{eq:params}) then gives $\Delta=0.1458$ Ry, $\gamma=0.3637$ and $C=-0.7912$ Ry. For the shell, $\Delta=0.1314$ Ry, $\gamma=0.3931$ and $C=-0.4770$ Ry.

Screening with $\alpha=0.21$ on all sites shortens the range of $S$. Between shell sites at distances $d$, $\sqrt2d$, $\sqrt3d$ and $2d$, the bare elements are $-1.105$, $-0.782$, $-0.638$ and $-0.553$; the screened ones are $-0.696$, $-0.221$, $-0.067$ and $-0.032$. These values belong to the surface of a small cluster, where few neighbours take part in the screening; inside a large fcc cluster the same $\alpha$ gives $-0.453$, $-0.084$, $-0.011$ and $+0.003$.

At $z=-0.4+0.05i$ Ry, the bare central element is $g^0_{00}=-3.8191-2.9709i$ and the ratio is $P^0/P^\alpha=0.7136-0.0184i$. Equation (\ref{eq:rescale}) gives
\begin{align}
g^\alpha_{00}&=(0.1499-0.0039i)+(-2.0215-1.4118i)\nonumber\\
&=-1.8717-1.4157i ,
\end{align}
in agreement with direct inversion after screening. The physical element, in Ry$^{-1}$, is
\begin{align}
\text{bare:}\quad G_{00}&=(1.2576-0.0794i)+(-7.2824-4.3162i),\nonumber\\
\text{screened:}\quad G_{00}&=(0.7455-0.0278i)+(-6.7703-4.3678i),
\end{align}
where the first bracket is $\lambda$ and the second $\mu g\mu$. Both sums are $-6.0248-4.3956i$, the value obtained by inverting $z-H$. The central density of states per spin, broadened by the imaginary part of $z$, is $4.3956/\pi=1.399$ Ry$^{-1}$, or $0.1028$ eV$^{-1}$, within the three-parameter model; the exact potential function with (\ref{eq:deriv}) gives $1.41$ Ry$^{-1}$.

The three-parameter bare potential function of the centre has its pole at $C-\Delta/\gamma=-1.192$ Ry. The exact $P^0$ diverges where $D=0$, which for a constant potential happens first at the bottom of the well, $-1.1$ Ry (the next zero of $D$ for the centre is at $1.54$ Ry). The difference comes from replacing $\omega$ by $z-E_\nu$: at the well bottom, (\ref{eq:omega}) with the central value $p=0.2899$ Ry$^{-2}$ gives $E_\nu+\omega\approx-1.1+0.2899\times(-0.7)^3=-1.199$ Ry, close to the model pole. The numbers in this paragraph belong to the three-parameter function. At $10^{-4}$ Ry above its pole, $\lambda=10000.0$ and $\mu g\mu=-10001.5$ Ry$^{-1}$, leaving $G_{00}=-1.5$ Ry$^{-1}$. The corresponding shell pole is at $-0.4770-0.1314/0.3931=-0.811$ Ry ($-0.8$ Ry for the exact function). At $z=-0.95+0.01i$ Ry, between the two, the real part of $\mu$ is positive at the centre and negative in the shell. The centre--shell element of $(z-H)^{-1}$ is $-0.678-0.058i$ Ry$^{-1}$, and principal roots give its negative. This far from $E_\nu$ the model is only approximate: the exact potential function, with $\mu$ carrying the sign of $N$, gives $-0.622-0.049i$ Ry$^{-1}$.

The exact potential function moves the threefold level of $H$ at $-0.52057$ Ry to $-0.52024$ Ry ($-7.078$ eV). This level has no weight at the centre, so (\ref{eq:shift}) uses the shell value $p=0.1931$ Ry$^{-2}$ and predicts $-0.1931\times(-0.12024)^3=3.36\times10^{-4}$ Ry, against the computed shift of $3.23\times10^{-4}$ Ry. Above $E_\nu$ the shift has the opposite sign: the threefold level at $-0.25668$ Ry moves by $-5.9\times10^{-4}$ Ry, against a predicted $-5.6\times10^{-4}$ Ry. The numerical check tests these shifts, (\ref{eq:exactpole}), and the identities (\ref{eq:rescale}) and (\ref{eq:main}), the last two also with a different $\alpha$ on each site.

\section*{Numbers as computed}
\begin{verbatim}
sites 13; neighbour distance 5.000 bohr; w 2.763347 bohr
E_nu -0.400 Ry; alpha 0.210; z -0.400+0.050j Ry
centre: well -1.100 Ry, C -0.791246 Ry, Delta 0.145764 Ry
centre: gamma 0.363722, p 0.289860 Ry^-2
centre at E_nu: P 1.358168, P' 1.756539 Ry^-1, P'' -4.435689 Ry^-2
shell: well -0.800 Ry, C -0.476962 Ry, Delta 0.131391 Ry
shell: gamma 0.393141, p 0.193094 Ry^-2
shell at E_nu: P 0.476108, P' 5.028354 Ry^-1, P'' -24.458793 Ry^-2
shell pair, distance/d = 1: S bare -1.105339, S screened -0.696333
shell pair, distance/d = sqrt2: S bare -0.781593, S screened -0.221160
shell pair, distance/d = sqrt3: S bare -0.638168, S screened -0.067442
shell pair, distance/d = 2: S bare -0.552669, S screened -0.032015
bare, centre: P 1.363691+0.087478j, g00 -3.819096-2.970903j
bare, centre: lambda 1.257610-0.079394j Ry^-1, mu 1.320083-0.083338j Ry^-1/2
bare: mu g mu 00 -7.282389-4.316217j Ry^-1, G00 -6.024779-4.395612j Ry^-1
bare: g01 0.448443+0.330629j, G01 1.476242+0.715390j Ry^-1
screened, centre: P 1.906515+0.171661j, g00 -1.871660-1.415685j
screened, centre: lambda 0.745522-0.027829j Ry^-1, mu 1.851607-0.069117j Ry^-1/2
screened: mu g mu 00 -6.770301-4.367783j Ry^-1, G00 -6.024779-4.395612j Ry^-1
screened: g01 0.303274+0.186533j, G01 1.476242+0.715390j Ry^-1
gamma, centre: P 2.684104+0.343020j, g00 -0.878196-0.640722j
gamma, centre: lambda 0.000000+0.000000j Ry^-1, mu 2.619237+0.000000j Ry^-1/2
gamma: mu g mu 00 -6.024779-4.395612j Ry^-1, G00 -6.024779-4.395612j Ry^-1
gamma: g01 0.204299+0.099004j, G01 1.476242+0.715390j Ry^-1
direct (z-H)^-1: 00 -6.024779-4.395612j, 01 1.476242+0.715390j Ry^-1
centre density of states per spin at z: 1.399167 Ry^-1 = 0.102837 eV^-1
bare to screened: ratio centre 0.713625-0.018370j, shell 0.893690-0.052028j
bare to screened: added term 00 0.149861-0.003858j
bare to screened: scaled term 00 -2.021521-1.411828j
centre pole of bare P: -1.192003 Ry; offset 1.0e-04 Ry
near pole: lambda 10000.0000, mu g mu -10001.5359, G00 -1.5359 Ry^-1
z -0.950+0.010j Ry: mu centre 4.3301-0.1789j, shell -6.6070-0.4759j Ry^-1/2
same z: G01 -0.677819-0.057831j, with principal root 0.677819+0.057831j Ry^-1
exact P, z -0.200+0.050j Ry: largest departure from (z-H)^-1 0.1600 Ry^-1
level of H -0.520567 Ry, exact P -0.520244 Ry = -7.0783 eV, centre weight 0.000
  shift 3.232e-04 Ry, predicted 3.357e-04 Ry
level of H -0.520567 Ry, exact P -0.520244 Ry = -7.0783 eV, centre weight 0.000
  shift 3.232e-04 Ry, predicted 3.357e-04 Ry
level of H -0.520567 Ry, exact P -0.520244 Ry = -7.0783 eV, centre weight 0.000
  shift 3.232e-04 Ry, predicted 3.357e-04 Ry
level of H -0.322657 Ry, exact P -0.322782 Ry = -4.3917 eV, centre weight 0.732
  shift -1.249e-04 Ry, predicted -1.215e-04 Ry
level of H -0.256675 Ry, exact P -0.257268 Ry = -3.5003 eV, centre weight 0.000
  shift -5.933e-04 Ry, predicted -5.615e-04 Ry
level of H -0.256675 Ry, exact P -0.257268 Ry = -3.5003 eV, centre weight 0.000
  shift -5.933e-04 Ry, predicted -5.615e-04 Ry
level of H -0.256675 Ry, exact P -0.257268 Ry = -3.5003 eV, centre weight 0.000
  shift -5.933e-04 Ry, predicted -5.615e-04 Ry
\end{verbatim}
